# Griffith-type breakdown from a conducting slit in a dielectric, part 2

A thin conducting sheet lies along the field in a linear, uniform, charge-free dielectric of absolute permittivity $\varepsilon$. It can grow when the electrical energy released covers the cost $\Gamma$ per unit new area, taken as constant. The length $a$ is half of an isolated slit, or the whole of a seam attached to an electrode. Charges and energies are per unit depth unless stated otherwise; $G$ and $\Gamma$ are in $\mathrm{J/m^2}$.

The remote field $E$ points along $+x$. With $z=x+iy$, the potential is $\phi=\operatorname{Re}w$, and $E_x-iE_y=-dw/dz$. On the axis at $x=a+r$, a distance $r\ll a$ beyond the tip of an isolated slit,

$$
E_x=\frac{Ex}{\sqrt{x^2-a^2}}\simeq\frac{c}{\sqrt r},\qquad c=E\sqrt{\frac a2}. \tag{3}
$$

Slowly charging the slit's surface until it is an equipotential, with induced dipole moment $p$, releases

$$
W(a)=\frac{pE}{2}=\frac{\pi\varepsilon a^2E^2}{2}. \tag{7}
$$

An isolated slit has two tips, so the release rate per tip is

$$
\boxed{G=\frac12\frac{dW}{da}=\frac{\pi\varepsilon aE^2}{2}.} \tag{8}
$$

An attached seam has one tip with the same $G$. Setting $G=\Gamma$ gives the breakdown field in a ramp:

$$
\boxed{E_b=\sqrt{\frac{2\Gamma}{\pi\varepsilon a}}.} \tag{17}
$$

For a seam on the plate $x=0$, with the other plate at $x=d$ and voltage $V$ between them, $E=V/d$ and $k=\pi/(2d)$:

$$
E_x-iE_y=\frac{E\sin kz}{\sqrt{\sin^2kz-\sin^2ka}}. \tag{19}
$$

$$
G=\varepsilon E^2d\tan\frac{\pi a}{2d},\qquad
E_b=\sqrt{\frac{\Gamma}{\varepsilon d\tan(\pi a/2d)}}. \tag{21}
$$

With $v=\pi a/(2d)$ and $d$, $\varepsilon$ and $\Gamma$ held fixed, the local exponent is

$$
\frac{d\ln E_b}{d\ln a}=-\frac12\,\frac{v}{\sin v\cos v}
=-\frac12\,\frac{\pi a/d}{\sin(\pi a/d)}. \tag{22}
$$

The gap result was tested by summing the field energy on grids: at fixed voltage, its rise as the seam lengthens equals the released energy.

### A slit with finite thickness

Let the slit be an ellipse with half-length $a$ and half-thickness $b$. The map

$$
z=\frac{a+b}{2}\zeta+\frac{a-b}{2\zeta},\qquad
w=-\frac{E(a+b)}{2}\left(\zeta-\frac1\zeta\right) \tag{23}
$$

takes the circle $\zeta=e^{i\theta}$ to the ellipse, with $x=a\cos\theta$. On it $w=-iE(a+b)\sin\theta$, so the potential vanishes. Far away $\zeta\simeq2z/(a+b)$ and $w\simeq-Ez$.

By the Cauchy–Riemann equations, the outward normal derivative of $\phi$ equals the derivative of $\operatorname{Im}w$ along the surface, taken anticlockwise. The field flux leaving a surface element is therefore $-d(\operatorname{Im}w)=E(a+b)\cos\theta\,d\theta$. The charge on the element is $\varepsilon E(a+b)\cos\theta\,d\theta$, positive on the right. Therefore

$$
p=\int_0^{2\pi}a\cos\theta\;\varepsilon E(a+b)\cos\theta\,d\theta
=\pi\varepsilon a(a+b)E. \tag{24}
$$

The charging argument still applies: once the surface is charged, the interior has no field and can be replaced by metal at no electrical cost. With $W=pE/2$ and $b$ fixed during growth,

$$
G=\frac12\frac{dW}{da}=\frac{\pi\varepsilon aE^2}{2}\left(1+\frac{b}{2a}\right). \tag{25}
$$

For $\varepsilon=E=a=1$ and $b=0.3$, a panel calculation of the charge gives 1.8064, and equation (25) gives 1.8064.

The peak field behaves differently. At $\zeta=1$, $|dw/d\zeta|=E(a+b)$ and $|dz/d\zeta|=b$, so

$$
E_{\rm peak}=E\left(1+\frac ab\right). \tag{26}
$$

For this elliptical shape, halving a small $b$ nearly doubles the peak field but hardly changes $G$. The energy criterion is therefore insensitive to the tip shape of a thin sheet, provided that $\Gamma$ does not itself depend on that shape.

### A filament obeys another law

A narrow conducting filament is not a sheet. Take a needle of half-length $a$ with surface radius $\rho(x)=b\sqrt{1-x^2/a^2}$ and $b\ll a$. Give it a charge $\kappa x$ per unit length. Its surface potential is

$$
\frac{\kappa}{4\pi\varepsilon}\int_{-a}^{a}\frac{t\,dt}{\sqrt{(t-x)^2+\rho^2}}.
$$

Write $t=x+(t-x)$. Away from the ends, the first term gives $x\ln[4(a^2-x^2)/\rho^2]=2x\ln(2a/b)$, and the second gives $(a-x)-(a+x)=-2x$. The potential is $\kappa x(L-1)/(2\pi\varepsilon)$, with $L=\ln(2a/b)$. It cancels $-Ex$ if $\kappa=2\pi\varepsilon E/(L-1)$. The dipole is $2\kappa a^3/3$, and the released energy, now a total energy, is

$$
W_3=\frac{2\pi\varepsilon a^3E^2}{3(L-1)}. \tag{27}
$$

Since $dL/da=1/a$, the release per tip and unit advance at fixed $b$ is

$$
\frac12\frac{dW_3}{da}=\pi\varepsilon a^2E^2
\left[\frac1{L-1}-\frac1{3(L-1)^2}\right]. \tag{28}
$$

If the cost per unit length is constant, $E_b$ varies as $a^{-1}$ apart from the logarithm. For $a=100$ nm and $b=0.5$ nm the local exponent is $-0.907$. The inverse square root belongs to a growing sheet.

### Worked example: a seam in a thick interlayer dielectric

Consider an organosilicate interlayer dielectric in an upper wiring level, ramped to breakdown. The rough parameters are a relative permittivity of 3.0, a gap $d=500$ nm, and a conducting seam of length $a=100$ nm and thickness $2b=1$ nm. The intrinsic strength, meaning the field that a film without such a seam withstands in a ramp, is taken as $E_i=10$ MV/cm.

The cost is modelled as one defect of energy 4 eV per square nanometre:

$$
\Gamma=\frac{4\times1.602\times10^{-19}\ \mathrm J}{10^{-18}\ \mathrm{m^2}}
=0.641\ \mathrm{J/m^2}.
$$

The permittivity is $\varepsilon=2.656\times10^{-11}$ F/m. Equation (17) gives

$$
E_b=\sqrt{\frac{2(0.641)}{\pi(2.656\times10^{-11})(10^{-7})}}\ \mathrm{V/m}
=3.9\ \mathrm{MV/cm}.
$$

The gap formula (21) lowers this by 1.7% to 3.85 MV/cm, or 193 V across the film. For constant $\Gamma$, the local exponent (22) is $-0.53$.

The formula cannot be used for arbitrarily short seams. Setting $E_b=E_i$ in equation (17) gives

$$
a^*=\frac{2\Gamma}{\pi\varepsilon E_i^2}=15\ \mathrm{nm}. \tag{29}
$$

| $a$ (nm) | $E_b$, isolated (MV/cm) | $E_b$, gap (MV/cm) |
|---:|---:|---:|
| 5 | 17.5 | 17.5 |
| 25 | 7.8 | 7.8 |
| 50 | 5.5 | 5.5 |
| 100 | 3.9 | 3.9 |
| 200 | 2.8 | 2.6 |

The first row exceeds $E_i$ and is not a prediction: the film would fail by another route first. At 25 nm the field is still 78% of $E_i$, so the overstressed region is not small compared with the seam. The law needs $a\gg a^*$.

### What the example neglects

**Overstress at the tip.** For an ellipse, equation (26) gives a peak field of 775 MV/cm, but the tip radius $b^2/a$ would then be only 0.0025 nm, smaller than an atom. A flat seam of the same thickness with a semicircular end has a peak of about 74 MV/cm. Even at that field a linear dielectric is no longer a credible description. By equation (3), the axial field exceeds $E_i$ up to a distance

$$
\ell=a\left[\frac1{\sqrt{1-(E_b/E_i)^2}}-1\right]=8.4\ \mathrm{nm}, \tag{30}
$$

which is 8% of $a$. The gap field (19) gives a slightly larger value, 8.7 nm. If the field in this zone is limited to $E_i$ over an assumed height $2\ell$, its energy per unit advance is of order $\varepsilon E_i^2\ell=0.22\ \mathrm{J/m^2}$, or 35% of $\Gamma$. For $E_b\ll E_i$, $\ell\simeq aE_b^2/(2E_i^2)$ and this estimate becomes $G/\pi$, whatever the value of $E_i$. A stronger dielectric thus does not remove the issue. If this amount were dissipated in addition to the assumed $\Gamma$, $E_b$ would rise by the factor $\sqrt{1.35}$, or 16%. The zone energy itself grows with the field, so a self-consistent balance would give a larger rise and a steeper dependence on length. With this rough zone cost, the isolated-slit balance has no solution below $E_i$ for seams shorter than about 65 nm. All rows of the table therefore depend on the assumption of a constant $\Gamma$. With the zone cost included, the isolated-slit value at 100 nm would rise from 3.9 to about 5.0 MV/cm, and the values at 25 and 50 nm would be lost altogether. $\Gamma$ must be understood as an effective cost.

**Injected charge.** If the seam is on the negative plate, electrons can tunnel from its tip. For a triangular barrier of height $\Phi=3$ eV and mass $m^*=0.5\,m_e$ in a field $\mathcal E$, the semiclassical transmission is

$$
T=\exp\left[-\frac2\hbar\int_0^{\Phi/e\mathcal E}\!\!\sqrt{2m^*(\Phi-e\mathcal Ex)}\,dx\right]
=\exp\left[-\frac{4\sqrt{2m^*}\,\Phi^{3/2}}{3\hbar e\mathcal E}\right]. \tag{31}
$$

At $E_i$ the exponent is $-25.1$. In a cold free-electron metal, states whose normal energy lies $\omega$ below the Fermi level fill a transverse disc of area $2\pi m_e\omega/\hbar^2$ in wave-vector space. With two spins and $v_x\,dk_x=d\omega/\hbar$, the current density is

$$
J=\frac{em_e}{2\pi^2\hbar^3}\int_0^\infty\omega\,T(\Phi+\omega)\,d\omega. \tag{32}
$$

This gives about $12\ \mathrm{A/m^2}$ at $E_i$, but only $8\times10^{-18}\ \mathrm{A/m^2}$ at $E_b$. Tunnel injection through this triangular barrier (Fowler–Nordheim emission) is therefore confined to the neighbourhood of the tip. While the emitting field stays at or above $E_i$, a screening charge $\varepsilon E_i$ per area is injected within $\varepsilon E_i/J\approx2$ ms. A ramp lasting seconds leaves time for this close to the tip, where the field starts at $2E_i$ or more. Where it starts near $E_i$, trapped charge soon lowers the emitting field and chokes the current. Equation (32) also lets the barrier depend on the normal energy alone. If transverse momentum is conserved where the mass changes from $m_e$ to $0.5\,m_e$, the current at $E_i$ is about half as large and the time about twice as long. The field is also taken as uniform across the barrier, although the axial field exceeds $2E_i$ only within about 2 nm of the tip and the barrier is 1.5 to 3 nm wide. The estimate further omits temperature, conduction through traps and the image force; with the film permittivity, the last would raise the current at $E_i$ about sevenfold. In a real film, traps may carry charge well beyond the tip.

**Film tension.** Tension across an unfilled or unbonded seam also drives it open. The standard Griffith rate for an isolated crack of half-length $a$, quoted here for sizing only, is $\pi\sigma^2a/E'$, with stress $\sigma$ and plane modulus $E'$. For an attached seam the rate also depends on how stiffly the plate holds the film. For 50 MPa and 8 GPa it is $0.098\ \mathrm{J/m^2}$, or 15% of $\Gamma$. If it simply adds to the electrical release, $E_b$ falls by the factor $\sqrt{1-0.15}$, or 8%. Bluntness raises $G$ by 0.25% for the elliptical shape, and by about 1% for a flat seam with semicircular ends.

### Relation to real interlayer dielectrics

The permittivity and intrinsic strength are of the order found in dense organosilicate films. A conducting seam of 100 nm is a severe flaw, not a typical one, and 193 V is far above the few volts of ordinary logic wiring. The least certain input is $\Gamma$. By equation (17), a fourfold change moves $E_b$ by a factor of two. A fourfold rise would also lengthen $a^*$ to 61 nm, and the law could then no longer be trusted for the 100 nm seam. Real seams may also conduct poorly or grow as filaments, which breaks the assumptions of an equipotential and of a sheet. Closely spaced lines, tens of nanometres apart, leave little room for a seam much longer than $a^*$, so the square-root law has little scope there.

Service conditions show the limit most clearly. At 5 V across 500 nm the field is 0.1 MV/cm. Scaling from 3.9 MV/cm at 100 nm, equation (17) would require a seam of about 150 µm, far longer than the gap. Equation (21) instead requires $\tan(\pi a/2d)\approx480$, which leaves a ligament of about $2d/(480\pi)\approx0.7$ nm. This is not a prediction either. The mean field across the ligament reaches $E_i$ already at a width of 5 nm, so the intrinsic strength is exceeded first, and at 0.7 nm a continuum dielectric is no longer a sound model. Failure after long service at such a voltage needs a mechanism by which damage accumulates, and its rate must come from a separate kinetic model. The numerical output below lists the main values used here.

## Computed values

```
TESTS (eps = E = 1)
slit a=1: released energy, charges   1.5708
slit a=1: rate per tip, charges      1.5708
slit a=1: pi/2 from formula          1.5708
blunt slit b=0.3: rate, charges      1.8064
blunt slit b=0.3: rate, formula      1.8064
gap, a/d 0.35 to 0.45: grid energy   0.07288
gap, same: tangent formula           0.07288
gap, same: isolated-slit formula     0.06283
INPUTS (rough)
relative permittivity                3.0
gap d                                500 nm
seam length a                        100 nm
seam thickness 2b                    1.0 nm
defect energy                        4.0 eV
defects per area                     1.0 per nm^2
intrinsic strength E_i               10.0 MV/cm
tunnel barrier                       3.0 eV
tunnel mass                          0.5 m_e
film tension                         50 MPa
film modulus                         8 GPa
RESULTS
permittivity eps                     2.6563e-11 F/m
Gamma                                0.6409 J/m^2
E_b, isolated-slit formula           3.919 MV/cm
E_b, gap formula                     3.854 MV/cm
breakdown voltage, gap formula       192.7 V
shift of E_b by finite gap           -1.67 %
local exponent of E_b in gap         -0.5345
smallest usable length a*            15.36 nm
a =   5 nm: isolated, gap E_b       17.53, 17.53 MV/cm
a =  25 nm: isolated, gap E_b       7.84, 7.83 MV/cm
a =  50 nm: isolated, gap E_b       5.54, 5.52 MV/cm
a = 100 nm: isolated, gap E_b       3.92, 3.85 MV/cm
a = 200 nm: isolated, gap E_b       2.77, 2.58 MV/cm
NEGLECTED EFFECTS at E_b (gap formula)
bluntness: rise of G                 0.25 %
ideal peak field of blunt tip        775 MV/cm
needle: local exponent of E_b        -0.907
tip zone above E_i: length           8.37 nm
tip zone length / a                  0.0837
zone field energy per area           0.222 J/m^2
zone field energy / Gamma            0.347
tunnel exponent at E_i               25.10
tunnel current at E_i                1.25e+01 A/m^2
tunnel current at E_b                7.81e-18 A/m^2
time to inject screening charge      2.13e-03 s
release rate from film tension       0.098 J/m^2
tension release / Gamma              0.153
```
